\section*{Von Neumann Debiasing of a Biased Magnetic Random-Bit Source}

\section{Problem}

The free layer of a small magnetic tunnel junction flips at random between two directions because of thermal agitation. The resistance of the junction shows which direction it has, and the two readings are called 1 and 0. A weak magnetic field favours state 1, so that each reading is 1 with probability $p=0.6$ and 0 with probability $q=1-p=0.4$. Take the readings to be independent, with the same $p$ throughout.

The stream of readings is cut into pairs that do not overlap. The pair 10 gives the output bit 1, the pair 01 gives the output bit 0, and the pairs 00 and 11 are thrown away.

\begin{enumerate}
\item[(a)] Show that the output bits are fair and independent.
\item[(b)] How many output bits are obtained, on average, per input bit?
\item[(c)] The free layer is a disk of diameter 40 nm and thickness 1.5 nm with magnetisation 1000 kA/m, at 300 K. The barrier between its two states is 0.20 eV and the attempt rate is $f=1$ per ns. Which field gives $p=0.6$? If the junction is read every $5\,\mu$s, what is the output rate, and how good is the assumption of independent readings?
\end{enumerate}

\section{A tempting solution}

The following argument for (b) looks sound but gives a wrong answer.

``The two useful pairs have probabilities $P(10)=pq=0.24$ and $P(01)=qp=0.24$. They are equally likely, so the output is fair. A pair is useful with probability $0.24+0.24=0.48$, and a useful pair gives one bit. The yield is therefore 0.48.''

\section{The fault}

The probabilities are right. The number 0.48 is the mean output \emph{per pair}, whereas the question asks for the output per input bit, and each pair uses up two input bits.

One might try to rescue 0.48 by letting the pairs overlap, so that each new reading forms a pair with the one before it. There is then one pair per input bit, and each pair is still useful with probability 0.48. But an output 1 now marks a fall from 1 to 0, and an output 0 marks a rise from 0 to 1. Between two falls the stream must rise, and between two rises it must fall. The output is therefore $1,0,1,0,\dots$ or $0,1,0,1,\dots$: half of its bits are ones, but after the first bit nothing in it is random. Fairness of the single bits does not imply independence, which needs its own proof.

\section{Solution of (a) and (b)}

\subsection*{Fairness and independence}

Since the readings are independent, the probabilities of the four pairs are products:
\begin{equation}
P(10)=pq,\quad P(01)=qp,\quad P(11)=p^2,\quad P(00)=q^2 .
\end{equation}
Let $r=2pq$ be the probability that a pair is kept. Because $(p+q)^2=1$, a pair is discarded with probability $p^2+q^2=1-r$. A kept pair gives 1 with probability $pq/(2pq)=1/2$.

Now take $m$ pairs and fix which $K$ of them are kept. Let $s$ be any string of $K$ output bits. Each kept pair must be the one that produces the required bit, and this has probability $pq$ whether the bit is 1 or 0. Non-overlapping pairs are independent, so
\begin{align}
P(\text{these pairs kept, output } s)&=(pq)^K(1-r)^{m-K},\\
P(\text{these pairs kept})&=(2pq)^K(1-r)^{m-K},\\
P(s\,|\,\text{these pairs kept})&=\frac{(pq)^K}{(2pq)^K}=2^{-K}.
\end{align}
All $2^K$ strings are equally likely, which is what independent fair bits mean. The result is the same for every choice of kept pairs, so it survives averaging over that choice. The value of $p$ has dropped out: the user need not know it, provided that it is constant and neither 0 nor 1.

\subsection*{Yield}

Each of the $m$ pairs contributes one bit with probability $2pq$, so the mean number of outputs is $2pq\,m$. The number of inputs is $2m$. Hence
\begin{equation}
\text{yield}=\frac{2pq\,m}{2m}=pq=0.6\times0.4=0.24 .
\label{eq:yield}
\end{equation}
This is a mean. The number of outputs has variance $m\,r(1-r)$, so the yield of a single run scatters about $pq$ with standard deviation $\sqrt{r(1-r)/m}\,/2$, which vanishes as $m$ grows. If the number of inputs is odd, the last one is unused; eleven inputs form five pairs and give $5\times0.48/11=0.218$ per input.

The cost of one output follows in the same way. Let $M$ be the mean number of pairs read until one is kept. One pair is read in any case, and with probability $1-r$ the search starts afresh, so $M=1+(1-r)M$ and $M=1/r$. This is $2/r=1/(pq)=4.17$ input bits per output bit.

Writing $p=\tfrac12+\epsilon$ gives $pq=\tfrac14-\epsilon^2$. Even a fair source yields $1/4$, and the bias $\epsilon=0.1$ costs just 0.01. For a strongly biased source the yield tends to zero, since nearly all pairs are then equal.

The rule leaves much randomness unused. The entropy of one input bit is $-p\log_2p-q\log_2q=0.971$ bit. The output is a function of the input, so its entropy cannot exceed that of the input, and $K$ independent fair bits carry $K$ bits of entropy. No rule can therefore deliver more than 0.971 fair bits per input on average; this one delivers about a quarter of that bound.

\subsection*{Numerical tests}

Applying the rule to all 4096 input strings of length 12, each weighted with its probability, gives a yield of 0.2400, and output strings of equal length have equal probability. A random stream of four million inputs gives 0.24005, with a standard error of 0.00018. The fraction of ones among its roughly 960\,000 outputs is 0.5005, about one standard error from one half. The correlation of neighbouring outputs is $-0.0024$, about 2.4 standard errors from zero. Such a deviation is expected in roughly one run in sixty, and it lies within the five standard errors allowed in the test.

\section{Solution of (c)}

\subsection*{The field}

The relations below have the same form in atomic units and in SI units, with $k_BT$ as the thermal energy. A moment $m_0$ along or against the field $B$ has energy $-m_0B$ or $+m_0B$. State 1 is thus lower by $\Delta=2m_0B$, and the Boltzmann weights give
\begin{equation}
\frac pq=e^{\Delta/k_BT}
\quad\Longrightarrow\quad
\Delta=k_BT\ln\frac pq .
\end{equation}
With $k_BT=0.02585$ eV, $\Delta=0.02585\times\ln1.5=0.01048$ eV. The volume is $\tfrac{\pi}{4}\times40^2\times1.5=1885$ nm$^3$, so $m_0=1.885\times10^{-18}$ A\,m$^2$. The field is $B=\Delta/(2m_0)=0.445$ mT. So weak a field is enough to produce the bias. It is the net field along the easy axis, including any stray field of the fixed layer.

\subsection*{Memory between readings}

At 200 kbit/s of input, Eq.~\eqref{eq:yield} gives $0.24\times200=48$ kbit/s of output. This assumes that the magnet forgets its state between readings. To test that, let the levels lie at $\mp\Delta/2$ and the barrier top at $E_b$ above their midpoint. The hopping rates are
\begin{equation}
w_{0\to1}=f e^{-(E_b-\Delta/2)/k_BT},\qquad
w_{1\to0}=f e^{-(E_b+\Delta/2)/k_BT}.
\end{equation}
The probability $P_1$ of state 1 obeys $\dot P_1=w_{0\to1}(1-P_1)-w_{1\to0}P_1$. Collecting terms gives $\dot P_1=-(P_1-p)/\tau$, with $p=w_{0\to1}\tau$ and
\begin{equation}
\frac1\tau=w_{0\to1}+w_{1\to0}=2f e^{-E_b/k_BT}\cosh\frac{\Delta}{2k_BT}.
\end{equation}
After the interval $t$ the deviation of $P_1$ from $p$ has shrunk by the factor $\lambda=e^{-t/\tau}$. Starting from $P_1=0$ and from $P_1=1$, the flip probabilities are
\begin{equation}
a=P(0\to1)=p(1-\lambda),\qquad b=P(1\to0)=q(1-\lambda).
\end{equation}
In the steady state $P(10)=pb=pq(1-\lambda)$ and $P(01)=qa=pq(1-\lambda)$. These are still equal, so in the long run half of the outputs are ones. The yield falls to $pq(1-\lambda)$.

Independence is lost, however. Let $u_0$ and $u_1$ be the probabilities that the next output is 1 when the last reading was 0 or 1. After a 0, the next pair is 10 with probability $ab$, 00 with probability $(1-a)^2$ and 11 with probability $a(1-b)$. The last two are discarded and the search goes on from their final state:
\begin{equation}
u_0=ab+(1-a)^2u_0+a(1-b)u_1 .
\label{eq:u}
\end{equation}
An output 1 comes from 10 and leaves the last reading 0; an output 0 leaves it 1. Since half of the outputs are ones, $\tfrac12=\tfrac12u_0+\tfrac12u_1$, so $u_1=1-u_0$. Inserting this in Eq.~\eqref{eq:u} and collecting $u_0$ gives
\begin{align}
u_0\left[1-(1-a)^2+a(1-b)\right]&=ab+a(1-b)=a,\\
u_0\,a\,(3-a-b)&=a .
\end{align}
Because $a+b=1-\lambda$,
\begin{equation}
u_0=\frac1{2+\lambda}.
\end{equation}
This is the probability that a 1 is followed by another 1. A 0 is followed by another 0 with probability $1-u_1=u_0$, the same value. For $\lambda\to0$ it is $1/2$, as for independent bits; for $\lambda\to1$ it falls to $1/3$, and the yield vanishes.

For the junction, $E_b/k_BT=7.74$ and $\tau=1.12\,\mu$s, so $\lambda=e^{-5/1.12}=0.012$. The yield becomes 0.237, the output rate 47.4 kbit/s, and the repeat probability 0.497. Independence is a good approximation for the rate, but an application that needs nearly perfect bits has to do more. It can wait longer between readings, or apply the pair rule only to those readings that directly follow a 1. Each of these is 1 with the same probability $1-b$, whatever came earlier, so they are independent. The price is a lower yield, $p\,b(1-b)=0.143$. The run should end after a fixed number of outputs, not of inputs: the pair 10 is completed sooner than 01, so a short block of fixed length favours ones (54\% in blocks of twelve readings). Reading at intervals of $\tau/2$ would give $\lambda=0.607$, a yield of 0.094 and a repeat probability of 0.384.

\section{The model beside a real junction}

The parameters are round values chosen for illustration. Since $\tau$ is inversely proportional to $f$, a junction with a lower attempt rate must be read proportionally less often to keep the same $\lambda$. This is a realistic case: for a single uniaxial moment of this size and barrier, thermal diffusion over the barrier with Gilbert damping 0.01 gives $\tau\approx14\,\mu$s, that is $f\approx0.08$ per ns, and readings $5\,\mu$s apart then have $\lambda\approx0.7$ and are far from independent. In the two-state model with $p=0.6$ and $f$ fixed, a higher barrier lowers the yield, because $\tau$ grows exponentially with $E_b/k_BT$; a lower barrier can raise it only from 0.237 to 0.24. With field, temperature, attempt rate and reading interval held fixed, a barrier of 0.22 eV instead of 0.20 eV raises $\tau$ to $2.4\,\mu$s and $\lambda$ to 0.13; the yield drops to 0.209 and the repeat probability to 0.470. The moment also wanders about its axis within each well, which weakens its mean coupling to the field. For a uniaxial barrier this lowers $p$ to 0.592 at the same field, and 0.484 mT is needed to restore 0.6. At 350 K, with the energies held fixed, $p$ is 0.586 and $pq$ is 0.243. Temperature acts more strongly on $\tau$: at 270 K it is $2.6\,\mu$s, so that $\lambda=0.15$, the yield is 0.202 and the repeat probability 0.465. Tunnelling of the moment is neglected.

These shifts of $p$ are harmless as long as $p$ stays constant. A change inside the pair is not. If the two readings have probabilities $p_1$ and $p_2$, with $q_i=1-p_i$ and $L_i=\ln(p_i/q_i)$, a kept pair gives 1 with probability
\begin{equation}
\frac{p_1q_2}{p_1q_2+q_1p_2}=\frac1{1+e^{-(L_1-L_2)}} .
\end{equation}
A common bias cancels in $L_1-L_2$; a difference does not. If the field is 0.01 mT higher at the first reading of every pair, then $L_1-L_2=2m_0\times(0.01\ \text{mT})/k_BT=0.009$, and the output is 1 with probability 0.502. A disturbance in step with the pairing thus passes through the debiasing, although a steady field over forty times larger is removed. The value 0.502 assumes that the extra field is on for several $\tau$ before the reading; a much shorter pulse has less effect, since the magnet has no time to follow it.

\section*{Computed values}
\begin{verbatim}
input probability of 1: 0.60
P(10) = 0.24, P(01) = 0.24
P(11) = 0.36, P(00) = 0.16
probability that a pair is kept: 0.48
yield, all strings of length 12: 0.2400 bit/bit
yield, all strings of length 11: 0.2182 bit/bit
mean inputs per output: 4.1667
entropy per input bit: 0.9710 bit
random stream, number of inputs: 4000000
random stream, yield: 0.24005 bit/bit
random stream, standard error of yield: 0.00018
random stream, fraction of output ones: 0.50049
random stream, neighbour correlation: -0.00243
temperature: 300 K
thermal energy: 0.02585 eV
diameter: 40 nm, thickness: 1.5 nm
free-layer volume: 1885 nm^3
magnetisation: 1000 kA/m
magnetic moment: 1.885e-18 A m^2
energy difference for p = 0.6: 0.01048 eV
field for p = 0.6: 0.445 mT
barrier: 0.20 eV
attempt rate: 1.0 per ns
sampling interval: 5.0 us
input rate: 200.0 kbit/s
output rate without memory: 48.00 kbit/s
relaxation time: 1.122 us
sample correlation: 0.0116
yield with memory: 0.2372 bit/bit
output rate with memory: 47.44 kbit/s
repeat probability with memory: 0.4971
higher barrier: 0.22 eV
higher barrier, relaxation time: 2.432 us
higher barrier, sample correlation: 0.1280
higher barrier, yield: 0.2093 bit/bit
higher barrier, repeat probability: 0.4699
strong memory test, sample correlation: 0.6065
strong memory test, yield: 0.0944 bit/bit
strong memory test, repeat probability: 0.3837
angular spread, p at the same field: 0.5923
angular spread, yield: 0.2415 bit/bit
angular spread, field restoring p: 0.484 mT
hot device: 350 K, p = 0.5860
hot device, yield: 0.2426 bit/bit
field step inside a pair: 0.010 mT
field step, output P(1) - 1/2: 0.00228
tunnelling crossover: 7.6 mK
\end{verbatim}
